# Gaussian and Pearson VII Implant Profiles: Kurtosis and the Deep Tail: verification in Python

```python
"""Tail of a Pearson VII implant profile against a Gaussian.

Result under test: for equal dose, mean and straggle, the symmetric
Pearson profile of kurtosis 4 exceeds the Gaussian at five straggles by
    (315 sqrt(pi)/512) exp(25/2) (8/33)^(11/2), about 120.
Symbols: z = (depth - mean depth)/straggle; beta = fourth central moment
divided by straggle^4; skew = third central moment over straggle^3.
Densities in z have unit area; concentration = dose/straggle * density.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import gammaln


def integral(function, low, high):
    return quad(function, low, high, epsabs=1e-14,
                epsrel=1e-10, limit=300)[0]


def gauss(z):
    return np.exp(-z**2 / 2) / np.sqrt(2 * np.pi)


K4 = 315 / (256 * np.sqrt(8))


def pearson4(z):
    return K4 * (1 + z**2 / 8)**(-5.5)


def pearson_beta(z, beta):
    a2 = 2 * beta / (beta - 3)
    m = (5 * beta - 9) / (2 * (beta - 3))
    log_norm = gammaln(m) - gammaln(m - 0.5) - 0.5 * np.log(np.pi * a2)
    return np.exp(log_norm - m * np.log1p(z**2 / a2))


def ratio(z):
    return (315 * np.sqrt(np.pi) / 512 * np.exp(z**2 / 2)
            * (1 + z**2 / 8)**(-5.5))


def even_moment(density, order):
    return 2 * integral(lambda z: z**order * density(z), 0, np.inf)


# Closed-form densities must have the claimed area, variance and kurtosis.
for density, beta in [(gauss, 3), (pearson4, 4),
                      (lambda z: pearson_beta(z, 3.5), 3.5),
                      (lambda z: pearson_beta(z, 5.0), 5.0)]:
    found = [even_moment(density, n) for n in (0, 2, 4)]
    assert np.allclose(found, [1, 1, beta], rtol=1e-7)


# Find the profile from its moments alone, without the derived parameters.
def moment_mismatch(parameters):
    a2, m = parameters
    shape = lambda z: (1 + z**2 / a2)**(-m)
    m0, m2, m4 = [even_moment(shape, n) for n in (0, 2, 4)]
    return [m2 / m0 - 1, m4 * m0 / m2**2 - 4]


a2_found, m_found = fsolve(moment_mismatch, [7.0, 5.0], xtol=1e-11)
assert abs(a2_found - 8) < 1e-5 and abs(m_found - 5.5) < 1e-5
shape_found = lambda z: (1 + z**2 / a2_found)**(-m_found)
bell = lambda z: np.exp(-z**2 / 2)
ratio_found = (shape_found(5.0) / even_moment(shape_found, 0)
               / (bell(5.0) / even_moment(bell, 0)))
assert abs(ratio_found / ratio(5.0) - 1) < 1e-5
assert 115 < ratio_found < 125

# Shape of the ratio: one minimum on each side, then a steady rise.
lowest = minimize_scalar(lambda z: pearson4(z) / gauss(z),
                         bounds=(0.5, 3), method="bounded",
                         options={"xatol": 1e-9})
assert abs(lowest.x - np.sqrt(3)) < 1e-5
outer = np.linspace(np.sqrt(3) + 1e-3, 12, 2000)
assert np.all(np.diff(np.log(pearson4(outer) / gauss(outer))) > 0)
inner_cross = brentq(lambda z: np.log(ratio(z)), 0.1, np.sqrt(3))
outer_cross = brentq(lambda z: np.log(ratio(z)), np.sqrt(3), 5)


# Dose fraction beyond z from the polynomial primitive.
def pearson_tail(z):
    s = z / np.sqrt(8 + z**2)
    return 0.5 - 315 / 256 * (s - 4 * s**3 / 3 + 6 * s**5 / 5
                              - 4 * s**7 / 7 + s**9 / 9)


for z in (1.0, 4.0, 5.0):
    direct = integral(pearson4, z, np.inf)
    assert abs(pearson_tail(z) / direct - 1) < 1e-7
gauss_tail5 = quad(gauss, 5, 15, epsabs=0, epsrel=1e-10)[0]


# A different positive density with the same variance and kurtosis.
def quartic_density(z):
    return gauss(z) * (1 + (z**4 - 6 * z**2 + 3) / 24)


assert np.allclose([even_moment(quartic_density, n) for n in (0, 2, 4)],
                   [1, 1, 4], rtol=1e-8)
z_line = np.linspace(-10, 10, 4001)
assert np.all(quartic_density(z_line) > 0)
quartic_ratio = quartic_density(5.0) / gauss(5.0)
small = 1e-4
slope = (pearson_beta(5.0, 3 + small) / gauss(5.0) - 1) / small
assert abs(slope / (quartic_ratio - 1) - 1) < 0.01


# Full Pearson equation integrated on a grid, with skewness allowed.
def pearson_grid(skew, beta):
    scale = 10 * beta - 12 * skew**2 - 18
    b2 = -(2 * beta - 3 * skew**2 - 6) / scale
    b1 = -skew * (beta + 3) / scale
    b0 = -(4 * beta - 3 * skew**2) / scale
    z = np.linspace(-60, 60, 240001)
    log_slope = (z - b1) / (b0 + b1 * z + b2 * z**2)
    log_f = cumulative_trapezoid(log_slope, z, initial=0)
    f = np.exp(log_f - log_f.max())
    f /= trapezoid(f, z)
    moments = [trapezoid(z**n * f, z) for n in (1, 2, 3, 4)]
    assert np.allclose(moments, [0, 1, skew, beta], atol=2e-5)
    return np.interp(5.0, z, f)


assert abs(pearson_grid(0.0, 4.0) / pearson4(5.0) - 1) < 1e-5
skew_ratio = {g: pearson_grid(g, 4.0) / gauss(5.0) for g in (-0.3, 0.3)}

# Worked example: rough round values for Al implanted into n-type SiC.
dose = 1e14          # cm^-2
mean_depth = 200.0   # nm
straggle = 50.0      # nm
background = 1e16    # cm^-3
nm_in_cm = constants.nano / constants.centi
unit_conc = dose / (straggle * nm_in_cm)
depth5 = mean_depth + 5 * straggle
peak_g, peak_p = unit_conc * gauss(0.0), unit_conc * pearson4(0.0)
conc_g, conc_p = unit_conc * gauss(5.0), unit_conc * pearson4(5.0)


def junction(density, active):
    z = brentq(lambda q: np.log(active * unit_conc * density(q)
                                / background), 0, 15)
    return mean_depth + straggle * z


junction_g, junction_p = junction(gauss, 1), junction(pearson4, 1)
formula_g = mean_depth + straggle * np.sqrt(
    2 * np.log(peak_g / background))
formula_p = mean_depth + straggle * np.sqrt(
    8 * ((peak_p / background)**(2 / 11) - 1))
assert abs(junction_g - formula_g) < 1e-6
assert abs(junction_p - formula_p) < 1e-6
half_shift_g = junction(gauss, 0.5) - junction_g
half_shift_p = junction(pearson4, 0.5) - junction_p

# Surface truncation and a Gaussian matched again to what is retained.
surface = -mean_depth / straggle
kept = integral(pearson4, surface, np.inf)
lost_p = 1 - kept
lost_g = quad(gauss, -surface, 15, epsabs=0, epsrel=1e-10)[0]
assert abs(lost_p / pearson_tail(-surface) - 1) < 1e-6
kept_mean = integral(lambda z: z * pearson4(z), surface, np.inf) / kept
mean_formula = K4 * 8 / 9 * (1 + surface**2 / 8)**(-4.5) / kept
assert abs(kept_mean / mean_formula - 1) < 1e-6
kept_var, kept_fourth = [
    integral(lambda z: (z - kept_mean)**n * pearson4(z),
             surface, np.inf) / kept for n in (2, 4)]
kept_sd = np.sqrt(kept_var)
kept_kurtosis = kept_fourth / kept_var**2
rematched = gauss((5 - kept_mean) / kept_sd) / kept_sd
surface_ratio = pearson4(5.0) / kept / rematched

# Exponential channelled tail that equals the Pearson value at depth5.
channel_length = 100.0  # nm
channel_fraction = (conc_p * channel_length * nm_in_cm / dose
                    * np.exp((depth5 - mean_depth) / channel_length))

# Diffusive broadening with a Gaussian kernel.
diffusion_sd = 10.0  # nm
width = diffusion_sd / straggle


def broadened(density):
    return integral(lambda u: density(5 - u) * gauss(u / width) / width,
                    -10 * width, 10 * width)


wide = np.sqrt(1 + width**2)
wide_gauss = gauss(5 / wide) / wide
assert abs(broadened(gauss) / wide_gauss - 1) < 1e-6
gain_g = broadened(gauss) / gauss(5.0)
gain_p = broadened(pearson4) / pearson4(5.0)

print(f"Pearson VII a^2 from moments: {a2_found:.5f}")
print(f"Pearson VII exponent m from moments: {m_found:.5f}")
print(f"Pearson density at z=0: {pearson4(0.0):.5f}")
print(f"Gaussian density at z=0: {gauss(0.0):.5f}")
print(f"Pearson density at z=5: {pearson4(5.0):.4e}")
print(f"Gaussian density at z=5: {gauss(5.0):.4e}")
print(f"Ratio prefactor = ratio at z=0: {ratio(0.0):.4f}")
print(f"Factor exp(25/2): {np.exp(12.5):.5e}")
print(f"Factor (8/33)^(11/2): {(8 / 33)**5.5:.4e}")
print(f"Ratio at z=5, closed form: {ratio(5.0):.2f}")
print(f"Ratio at z=5, moments and quadrature: {ratio_found:.2f}")
print(f"Minimum of ratio at |z|: {lowest.x:.4f}")
print(f"Minimum ratio: {lowest.fun:.4f}")
print(f"Profiles cross at |z|: {inner_cross:.4f}, {outer_cross:.4f}")
for z in (3.0, 4.0, 6.0):
    print(f"Ratio at z={z:.0f}: {ratio(z):.4g}")
print(f"Pearson dose fraction beyond z=5: {pearson_tail(5.0):.3e}")
print(f"Gaussian dose fraction beyond z=5: {gauss_tail5:.3e}")
print(f"Ratio of doses beyond z=5: {pearson_tail(5.0) / gauss_tail5:.1f}")
print(f"Quartic density, kurtosis 4, ratio at z=5: {quartic_ratio:.2f}")
for beta in (3.2, 3.5, 5.0):
    value = pearson_beta(5.0, beta) / gauss(5.0)
    print(f"Pearson ratio at z=5, kurtosis {beta}: {value:.1f}")
print(f"Dose: {dose:.1e} cm^-2")
print(f"Mean depth: {mean_depth:.0f} nm; straggle: {straggle:.0f} nm")
print(f"Donor background: {background:.1e} cm^-3")
print(f"Dose/straggle: {unit_conc:.2e} cm^-3")
print(f"Peak, Gaussian: {peak_g:.3e} cm^-3")
print(f"Peak, Pearson: {peak_p:.3e} cm^-3")
print(f"Depth at z=5: {depth5:.0f} nm")
print(f"Concentration there, Gaussian: {conc_g:.3e} cm^-3")
print(f"Concentration there, Pearson: {conc_p:.3e} cm^-3")
print(f"Dose beyond, Gaussian: {dose * gauss_tail5:.3e} cm^-2")
print(f"Dose beyond, Pearson: {dose * pearson_tail(5.0):.3e} cm^-2")
print(f"Junction depth, Gaussian: {junction_g:.1f} nm")
print(f"Junction depth, Pearson: {junction_p:.1f} nm")
print(f"Junction difference: {junction_p - junction_g:.1f} nm")
print(f"Half activation, Gaussian junction shift: {half_shift_g:.1f} nm")
print(f"Half activation, Pearson junction shift: {half_shift_p:.1f} nm")
print(f"Fraction beyond surface, Gaussian: {lost_g:.2e}")
print(f"Fraction beyond surface, Pearson: {lost_p:.2e}")
print(f"Retained Pearson mean shift: {kept_mean * straggle:.3f} nm")
print(f"Retained Pearson straggle: {kept_sd * straggle:.2f} nm")
print(f"Retained Pearson kurtosis: {kept_kurtosis:.3f}")
print(f"Ratio at {depth5:.0f} nm, rematched: {surface_ratio:.1f}")
for skew, value in skew_ratio.items():
    print(f"Ratio at z=5, kurtosis 4, skewness {skew:+.1f}: {value:.1f}")
print(f"Assumed channelling decay length: {channel_length:.0f} nm")
print(f"Channelled fraction equal to Pearson: {channel_fraction:.2e}")
print(f"Assumed diffusive broadening (sd): {diffusion_sd:.0f} nm")
print(f"Gaussian gain at {depth5:.0f} nm by diffusion: {gain_g:.3f}")
print(f"Pearson gain at {depth5:.0f} nm by diffusion: {gain_p:.3f}")
print(f"Ratio there after diffusion: {ratio(5.0) * gain_p / gain_g:.1f}")
print("checks complete")
```

Printed output:

```
Pearson VII a^2 from moments: 8.00000
Pearson VII exponent m from moments: 5.50000
Pearson density at z=0: 0.43504
Gaussian density at z=0: 0.39894
Pearson density at z=5: 1.7935e-04
Gaussian density at z=5: 1.4867e-06
Ratio prefactor = ratio at z=0: 1.0905
Factor exp(25/2): 2.68337e+05
Factor (8/33)^(11/2): 4.1226e-04
Ratio at z=5, closed form: 120.63
Ratio at z=5, moments and quadrature: 120.63
Minimum of ratio at |z|: 1.7321
Minimum ratio: 0.8480
Profiles cross at |z|: 0.7223, 2.4326
Ratio at z=3: 1.554
Ratio at z=4: 7.723
Ratio at z=6: 6066
Pearson dose fraction beyond z=5: 1.154e-04
Gaussian dose fraction beyond z=5: 2.867e-07
Ratio of doses beyond z=5: 402.6
Quartic density, kurtosis 4, ratio at z=5: 20.92
Pearson ratio at z=5, kurtosis 3.2: 11.2
Pearson ratio at z=5, kurtosis 3.5: 46.7
Pearson ratio at z=5, kurtosis 5.0: 236.4
Dose: 1.0e+14 cm^-2
Mean depth: 200 nm; straggle: 50 nm
Donor background: 1.0e+16 cm^-3
Dose/straggle: 2.00e+19 cm^-3
Peak, Gaussian: 7.979e+18 cm^-3
Peak, Pearson: 8.701e+18 cm^-3
Depth at z=5: 450 nm
Concentration there, Gaussian: 2.973e+13 cm^-3
Concentration there, Pearson: 3.587e+15 cm^-3
Dose beyond, Gaussian: 2.867e+07 cm^-2
Dose beyond, Pearson: 1.154e+10 cm^-2
Junction depth, Gaussian: 382.8 nm
Junction depth, Pearson: 420.2 nm
Junction difference: 37.4 nm
Half activation, Gaussian junction shift: -9.7 nm
Half activation, Pearson junction shift: -19.3 nm
Fraction beyond surface, Gaussian: 3.17e-05
Fraction beyond surface, Pearson: 5.97e-04
Retained Pearson mean shift: 0.138 nm
Retained Pearson straggle: 49.69 nm
Retained Pearson kurtosis: 3.778
Ratio at 450 nm, rematched: 138.4
Ratio at z=5, kurtosis 4, skewness -0.3: 27.7
Ratio at z=5, kurtosis 4, skewness +0.3: 227.2
Assumed channelling decay length: 100 nm
Channelled fraction equal to Pearson: 4.37e-03
Assumed diffusive broadening (sd): 10 nm
Gaussian gain at 450 nm by diffusion: 1.586
Pearson gain at 450 nm by diffusion: 1.061
Ratio there after diffusion: 80.7
checks complete
```
